# Equilibrium dangling-bond density in amorphous silicon from conversion of weak bonds

In a model of undoped amorphous silicon equilibrated at 500 K, widening the valence-band tail from 50 to 60 meV raises the density of dangling bonds from $1.5\times10^{15}$ to $1.1\times10^{16}\ \mathrm{cm^{-3}}$. The number of weak bonds in the tail grows by a factor of 1.2, but the number of defects grows by a factor of 7.2. These values apply when the cost of breaking a bond is set by the one-electron levels alone and the two resulting defects do not migrate. The explanation lies in which weak bonds convert: they come from a remote part of the tail, whose population depends exponentially on the inverse of the tail width.

## The model

Measure energies upward from the valence-band edge. A weak Si–Si bond has its bonding level at $E\ge 0$, inside the gap, and the density of such bonds is

$$
g(E)=g_v e^{-E/E_0}.
$$

Here $g$ counts bonds, that is, spatial orbitals and not spin states, per volume and energy. The tail width is $E_0$, and the edge density $g_v$ is held fixed when $E_0$ changes. The total number of weak bonds per volume is then $g_vE_0$.

A weak bond can break into two neutral dangling bonds, each with one electron at level $\Delta>0$. Before conversion the two electrons contribute $2E$ to the energy, and afterwards they contribute $2\Delta$. If the remaining energy, from the lattice and from electron repulsion, changes by $\delta R$, the cost is

$$
U(E)=2(\Delta-E)+\delta R .
$$

I consider cases in which this cost has the form

$$
U(E)=s(\Delta-E).
$$

The value $s=2$ means $\delta R=0$. The value $s=1$ means $\delta R=-(\Delta-E)$, so that half of the one-electron cost is returned. These are model choices; a real network need not follow either of them.

An intact bond holds a spin-paired couple of electrons and has one state. The neutral pair has two independent spins and hence $2\times2=4$ states, provided that exchange splitting is small compared with $kT$ and that charged pairs cost much more than $kT$. The weight four can be examined in a two-site model with two electrons, an on-site repulsion of 300 meV and a hopping amplitude of 2 meV. Numerical diagonalization, followed by a sum of Boltzmann factors over the six states at 500 K, gives a weight of 4.003, measured from the energy of the uncoupled neutral pair. With a hopping amplitude of 100 meV the weight would be about 13, and it is already 4.3 at 30 meV and 5.0 at 50 meV, so the value four requires the two defects to be only weakly coupled. The 2 meV amplitude is illustrative; two defects that stay close to their parent bond need not be coupled so weakly.

The following abbreviations remove $s$ and the spin weight from most formulas:

$$
\theta=\frac{kT}{s},\qquad \alpha=\frac{\theta}{E_0},\qquad \Delta^*=\Delta-\theta\ln4 .
$$

I assume $\Delta^*>0$. The result to be derived, for noninteger $\alpha$, is

$$
N_D=2g_vE_0\left[\frac{\pi\alpha}{\sin\pi\alpha}\,e^{-\Delta^*/E_0}
-\sum_{n=1}^{\infty}(-1)^{n+1}\frac{\alpha}{n-\alpha}\,e^{-n\Delta^*/\theta}\right].
\tag{1}
$$

## First derivation: one bond in contact with a heat bath

Take a single bond at level $E$. Its intact state has weight 1 and its four converted states together have weight $4e^{-U/kT}$. Since $U/kT=(\Delta-E)/\theta$,

$$
4e^{-U/kT}=e^{\ln4-(\Delta-E)/\theta}=e^{-(\Delta^*-E)/\theta}.
$$

The probability of conversion is therefore

$$
f(E)=\frac{4e^{-U/kT}}{1+4e^{-U/kT}}
=\frac{1}{1+e^{(\Delta^*-E)/\theta}} .
\tag{2}
$$

It equals one half at $E=\Delta^*$. The spin entropy thus lowers the conversion threshold from $\Delta$ to $\Delta^*$. Each converted bond gives two defects, so independent bonds yield

$$
N_D=2g_v\int_0^\infty e^{-E/E_0}f(E)\,dE .
\tag{3}
$$

Suppose first that $0<\alpha<1$, and write the integral as one over the whole line minus one over $E<0$. In the first, set $y=e^{(E-\Delta^*)/\theta}$. Then $dE=\theta\,dy/y$, $e^{-E/E_0}=e^{-\Delta^*/E_0}y^{-\alpha}$ and $f=y/(1+y)$, so

$$
\int_{-\infty}^{\infty}e^{-E/E_0}f\,dE
=\theta e^{-\Delta^*/E_0}I,\qquad
I=\int_0^\infty\frac{y^{-\alpha}}{1+y}\,dy .
$$

To find $I$, integrate $z^{-\alpha}/(1+z)$ around a contour that runs out above the positive real axis, around a large circle, and back below the axis to a small circle about the origin. The large circle contributes a term of order $R^{-\alpha}$ and the small one a term of order $\epsilon^{1-\alpha}$; both vanish for $0<\alpha<1$. Below the axis the phase of $z$ is $2\pi$, and at the pole $z=-1$ it is $\pi$. Hence

$$
\left(1-e^{-2\pi i\alpha}\right)I=2\pi i\,e^{-i\pi\alpha}.
$$

Dividing by $e^{-i\pi\alpha}$ turns the left side into $2i\sin(\pi\alpha)\,I$, so $I=\pi/\sin\pi\alpha$. With $\theta=\alpha E_0$, the whole-line integral is

$$
E_0\frac{\pi\alpha}{\sin\pi\alpha}e^{-\Delta^*/E_0}.
$$

For the part to be subtracted, put $E=-u$ with $u>0$. Because $\Delta^*+u>0$, a geometric series converges:

$$
f(-u)=\sum_{n=1}^{\infty}(-1)^{n+1}e^{-n(\Delta^*+u)/\theta}.
$$

Multiplication by $e^{u/E_0}$ and integration over $u$ give, term by term,

$$
\int_0^\infty e^{u/E_0-nu/\theta}du
=\frac{1}{n/\theta-1/E_0}
=E_0\frac{\alpha}{n-\alpha}.
$$

The integrals converge because $n\ge1>\alpha$. Subtracting the series gives equation (1) for $0<\alpha<1$.

The extension to larger $\alpha$ follows by analytic continuation. Hold $\theta$ and $\Delta^*$ fixed and treat $a=1/E_0$ as a complex variable. The integral $\int_0^\infty e^{-aE}f\,dE$ is analytic for $\operatorname{Re}a>0$. The right side of (1), divided by $2g_v$, is analytic there except for possible poles where $a\theta$ is a positive integer. The two agree for $0<a\theta<1$, so they agree throughout the half-plane away from those points. At the integers the poles must cancel, since the integral is finite.

## Second derivation: minimum of the free energy

Now consider a macroscopic sample and a narrow slice of the tail that contains $M$ bonds with levels near $E$. Let $m$ of them be converted. They can be chosen in $M!/[m!(M-m)!]$ ways, and their spins supply a further factor $4^m$. The free energy of the slice, relative to all bonds intact, is

$$
F=mU-kT\left[\ln\frac{M!}{m!(M-m)!}+m\ln4\right].
$$

For large $m$ and $M-m$, Stirling's formula gives $\partial\ln m!/\partial m\simeq\ln m$ and $\partial\ln(M-m)!/\partial m\simeq-\ln(M-m)$. The condition for a stationary point is

$$
0=\frac{\partial F}{\partial m}
=U-kT\ln4-kT\ln\frac{M-m}{m},
$$

and therefore

$$
\frac{m}{M-m}=4e^{-U/kT}.
$$

This point is a minimum, because $\partial^2F/\partial m^2=kT\,M/[m(M-m)]>0$. Solving for $m/M$ reproduces (2), this time as a law of reaction equilibrium for each slice.

The integral (3) can also be done differently, by dividing the tail at the threshold. Above $\Delta^*$ most bonds are converted, and below it most are intact. The corresponding expansions are

$$
f=\sum_{n=0}^{\infty}(-1)^n e^{-n(E-\Delta^*)/\theta}\quad(E>\Delta^*),
$$

$$
f=\sum_{n=1}^{\infty}(-1)^{n+1}e^{-n(\Delta^*-E)/\theta}\quad(E<\Delta^*).
$$

The terms alternate in sign and decrease in size, so all partial sums lie between 0 and 1. The tail factor $e^{-E/E_0}$ is integrable, and the series may therefore be integrated term by term. The upper part gives

$$
\int_{\Delta^*}^{\infty}e^{-E/E_0-n(E-\Delta^*)/\theta}dE
=E_0e^{-\Delta^*/E_0}\frac{\alpha}{n+\alpha}.
$$

The lower part gives

$$
\int_0^{\Delta^*}e^{-E/E_0-n(\Delta^*-E)/\theta}dE
=E_0\frac{\alpha}{n-\alpha}
\left[e^{-\Delta^*/E_0}-e^{-n\Delta^*/\theta}\right].
$$

The second term in the bracket is the edge series in (1), with its correct sign. The terms proportional to $e^{-\Delta^*/E_0}$ have the coefficient

$$
C=1+\sum_{n=1}^{\infty}(-1)^{n+1}\alpha
\left[\frac1{n-\alpha}-\frac1{n+\alpha}\right]
=1+\sum_{n=1}^{\infty}(-1)^{n+1}\frac{2\alpha^2}{n^2-\alpha^2}.
$$

To sum it, expand $\cos\alpha x$ in a Fourier series on $-\pi\le x\le\pi$. The coefficient of $\cos nx$, for $n\ge1$, is

$$
\frac1\pi\int_{-\pi}^{\pi}\cos\alpha x\cos nx\,dx
=\frac{(-1)^n\sin\pi\alpha}{\pi}\,\frac{2\alpha}{\alpha^2-n^2},
$$

and the constant term is $\sin(\pi\alpha)/(\pi\alpha)$. At $x=0$, where the function is smooth, the series equals 1:

$$
1=\frac{\sin\pi\alpha}{\pi\alpha}
\left[1+\sum_{n=1}^{\infty}(-1)^{n+1}\frac{2\alpha^2}{n^2-\alpha^2}\right].
$$

Thus $C=\pi\alpha/\sin\pi\alpha$, and (1) follows again. This route holds for every positive noninteger $\alpha$ without continuation.

## Two regimes and the sensitivity to tail width

The ratio of the first edge term to the tail term in (1), for $\alpha<1$, is

$$
r=\frac{\sin\pi\alpha}{\pi(1-\alpha)}
e^{-(1-\alpha)\Delta^*/\theta},
\tag{4}
$$

where $\Delta^*/E_0=\alpha\Delta^*/\theta$ has been used. When $r\ll1$,

$$
N_D\simeq2g_vE_0\frac{\pi\alpha}{\sin\pi\alpha}e^{-\Delta^*/E_0}
=2g_vE_0\,4^\alpha\frac{\pi\alpha}{\sin\pi\alpha}e^{-\Delta/E_0}.
\tag{5}
$$

This is the tail-controlled regime. Setting the derivative of $\ln(e^{-E/E_0}f)$ to zero gives $1-f=\alpha$, so conversions are most frequent at

$$
E_m=\Delta^*+\theta\ln\frac{1-\alpha}{\alpha},
$$

provided that this level is positive. As $T\to0$ in equilibrium, (5) becomes $2g_vE_0e^{-\Delta/E_0}$: every bond above $\Delta$ has converted.

For $\alpha>1$ the gain in Boltzmann factor toward higher $E$ no longer compensates for the loss of bonds, and conversion is most frequent at the band edge. If both $\Delta^*/\theta\gg1$ and $(\alpha-1)\Delta^*/\theta\gg1$, the approximation $f\simeq e^{-(\Delta^*-E)/\theta}$ suffices, and (3) gives

$$
N_D\simeq2g_vE_0\frac{\alpha}{\alpha-1}e^{-\Delta^*/\theta}
=8g_vE_0\frac{\alpha}{\alpha-1}e^{-s\Delta/kT}.
\tag{6}
$$

The defects are now thermally activated, and the exponential dependence on $E_0$ has gone.

Between the regimes, at $\alpha=1$, put $y=e^{-E/E_0}$ and $x=\Delta^*/E_0$ in (3):

$$
N_D=2g_vE_0\int_0^1\frac{dy}{1+e^xy}
=2g_vE_0e^{-x}\ln(1+e^x).
$$

For large $x$ this is close to $2g_vE_0\,x e^{-x}$. The factor $x$ appears because levels from the edge up to near $\Delta^*$ contribute almost equally.

Define the sensitivity $S=d\ln N_D/d\ln E_0$ at fixed $T$ and $g_v$. In (3), $E_0$ enters through $e^{-E/E_0}$ alone, whose derivative with respect to $\ln E_0$ is $(E/E_0)e^{-E/E_0}$. Hence

$$
S=\frac{\langle E\rangle}{E_0},
\tag{7}
$$

where $\langle E\rangle$ is the mean original level of the converted bonds. Within this model the relation holds in all regimes. If the total number $g_vE_0$ were fixed instead, $g_v\propto1/E_0$ would reduce $S$ by one.

Differentiation of (5), with $d\ln\alpha/d\ln E_0=-1$, gives

$$
S\simeq\frac{\Delta^*}{E_0}+\pi\alpha\cot\pi\alpha,
\tag{8}
$$

because the explicit factor $E_0$ contributes $1$ and the factor $\pi\alpha/\sin\pi\alpha$ contributes $-(1-\pi\alpha\cot\pi\alpha)$. Differentiation magnifies the neglected edge term, so (8) requires $r\Delta^*/\theta\ll1$ and not merely $r\ll1$. The same condition applies to the activation energy obtained from (5) below. From (6), where $E_0\alpha/(\alpha-1)=\theta E_0/(\theta-E_0)$, the activated regime has $S\simeq\alpha/(\alpha-1)$.

## Reading the numbers

The example uses the round parameters $g_v=10^{21}\ \mathrm{cm^{-3}\,eV^{-1}}$, $\Delta=600$ meV and $T=500$ K, so that $kT=43.09$ meV. For $s=2$ and $E_0=50$ meV, $\theta=21.54$ meV, $\alpha=0.431$ and $\Delta^*=570.1$ meV. The tail term gives

$$
N_D=2(5.00\times10^{19})(1.386)(1.1165\times10^{-5})
=1.55\times10^{15}\ \mathrm{cm^{-3}},
$$

or $1.55\times10^{21}\ \mathrm{m^{-3}}$. The edge correction is $1.6\times10^{-7}$ of this term. The table lists densities from numerical quadrature of (3) and sensitivities from its numerical derivative.

| $E_0$ (meV) | $N_D$ (cm⁻³), $s=2$ | $S$ | $N_D$ (cm⁻³), $s=1$ | $S$ |
|---:|---:|---:|---:|---:|
| 40 | $8.8\times10^{13}$ | 14.0 | $2.5\times10^{15}$ | 5.7 |
| 50 | $1.5\times10^{15}$ | 11.7 | $1.1\times10^{16}$ | 7.3 |
| 60 | $1.1\times10^{16}$ | 10.0 | $4.2\times10^{16}$ | 7.4 |
| 80 | $1.5\times10^{17}$ | 7.9 | $3.2\times10^{17}$ | 6.6 |
| 100 | $7.2\times10^{17}$ | 6.5 | $1.2\times10^{18}$ | 5.7 |

For $s=2$ and $E_0=50$ meV, conversion peaks at 576 meV and the mean converted level is 585 meV. Equation (7) then gives $S=585/50=11.7$. The opening factor of 7.2 can be resolved with (5). The bare exponential $e^{-\Delta/E_0}$ rises by 7.39 between 50 and 60 meV, and the explicit $E_0$ contributes 1.20. The thermal factor $4^\alpha\pi\alpha/\sin\pi\alpha$ falls from 2.52 to 2.05, and the product is about 7.2. Doubling the width from 50 to 100 meV multiplies the density by about 470.

The $s=1$ column behaves differently: $S$ has a maximum near the middle of the table. By (7), the mean converted level is $5.72\times40\simeq229$ meV at the narrowest width and $7.41\times60\simeq445$ meV at 60 meV. As the tail narrows, conversion shifts toward the more numerous bonds near the edge. At $E_0=50$ meV, where $\alpha=0.862$, the edge series already removes 17% of the tail term. The density ratio between 60 and 50 meV is 3.9, against 7.2 for $s=2$. The tail term alone would give 3.3; the edge series raises the ratio because it removes less than 3% at 60 meV.

A tail of 20 meV with $s=1$ lies in the activated regime, with $\alpha=2.154$. There $S\simeq2.154/1.154=1.87$, and the density is $2.7\times10^{14}\ \mathrm{cm^{-3}}$.

The temperature dependence also differs between the two limiting regimes. Define the apparent activation energy as $E_A=kT\,d\ln N_D/d\ln T$ at fixed $E_0$. Equations (5) and (6) give, respectively,

$$
E_A\simeq kT\left(1-\pi\alpha\cot\pi\alpha+\alpha\ln4\right),
\qquad
E_A\simeq s\Delta-\frac{kT}{\alpha-1}.
$$

For $s=2$ and $E_0=50$ meV the first is 56 meV, although converting a bond at the edge costs 1200 meV. Since (2) gives $d\ln f/d\ln T=(1-f)U/kT$, the activation energy is $E_A=\langle U(1-f)\rangle$, averaged over the converted bonds. Here 86% of the converted bonds lie within 100 meV of $\Delta^*$, where $|U|$ is far below the edge value, and the average is 56 meV. For the 20 meV tail the second is $600-43.09/1.154\simeq563$ meV. Of these two examples, the first responds strongly to tail width and weakly to temperature, and the second does the reverse. Between the limits both responses can be strong: for $s=1$ and $E_0=50$ meV, numerical differentiation of (3) gives $S=7.3$ and $E_A\simeq229$ meV.

## What each derivation assumes

Both derivations need the same energy function $U(E)$, an exponential tail, a single dangling-bond level, and bonds that convert independently. A spread of the dangling-bond level would weaken the response to tail width: if both defects of a pair share one level $\Delta$ with a Gaussian standard deviation of 100 meV, the factor of 7.2 in the example falls to 3.9; if the two levels vary independently with that deviation, it falls to 5.3. Both derivations also need equilibrium. If the network stops rearranging on cooling, $T$ must be the temperature at which it last equilibrated, and the low-temperature limit of (5) is not reached.

The first derivation treats one bond as a small system in a heat bath. It needs no large population at any particular level, and the integral (3) then gives the mean density. Its contour integral requires $0<\alpha<1$, and continuation supplies the rest. The second derivation needs slices that are narrow compared with $\theta$ and $E_0$ yet contain many intact and many converted bonds. Its integration covers both regimes directly and shows the origin of each term.

The second derivation also exposes the assumption about entropy. The factor $M!/[m!(M-m)!]$ counts which bonds have converted, but it gives the two defects no freedom to move apart. If they could migrate or exchange partners, for example with the help of hydrogen, their positions would add an entropy that depends on the total defect density. The conversion probability at each level would then depend on $N_D$ itself, and (3) would become a self-consistency equation. For the parameters used here, this entropy could raise the density by orders of magnitude and make it much less sensitive to tail width. For example, if both defects can occupy any of $N_s=5\times10^{22}\ \mathrm{cm^{-3}}$ sites, $f/(1-f)$ gains a factor $[(N_s-N_D)/N_D]^2$; for $s=2$ the density at $E_0=50$ meV becomes $4.6\times10^{18}\ \mathrm{cm^{-3}}$ and the factor of 7.2 falls to 1.5. The numbers of the fixed-pair model are therefore not predictions for hydrogenated material in which defects migrate. Because equilibration near 500 K in real amorphous silicon is associated with hydrogen motion, that model is an idealization and not a description of a particular film. Equation (1) applies to weakly coupled pairs that remain assigned to their parent bonds. If doping makes charged defects favourable, the weight four and the cost $U$ must also be replaced.

Numerical values quoted here were computed with a short program.
